# Why high density breaks the second-order correlation gradient expansion: test program

```python
# Result under test (Hartree atomic units):
#   t^2 = (3 pi^2/16)^(2/3) s^2 / (phi^2 rs),
# so n_lam(r) = lam^3 n(lam r) leaves s fixed and multiplies t^2 by lam.
# The second-order correlation gradient expansion then becomes positive and
# diverges, although the exact correlation energy is never positive.
# n: density, zeta: spin polarization, rs: Seitz radius, kF: Fermi wave number,
# ks: Thomas-Fermi screening wave number, phi: spin factor,
# s = |grad n|/(2 kF n), t = |grad n|/(2 phi ks n),
# beta: PBE gradient coefficient, gamma = (1 - ln 2)/pi^2.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, ao2mo
from pyscf.dft import libxc

pi = np.pi
hartree_ev = physical_constants["Hartree energy in eV"][0]
beta = 0.06672455060314922
gamma = (1 - np.log(2)) / pi**2
prefactor = (3 * pi**2 / 16) ** (2 / 3)


def spin_factor(zeta):
    return ((1 + zeta) ** (2 / 3) + (1 - zeta) ** (2 / 3)) / 2


def t_squared_formula(s, rs, zeta):
    return prefactor * s**2 / (spin_factor(zeta) ** 2 * rs)


def screening_squared(n):
    """4 pi dn/dmu of the unpolarized gas, by central difference."""
    mu = (3 * pi**2 * n) ** (2 / 3) / 2
    h = 1e-4 * mu

    def density(m):
        return (2 * m) ** 1.5 / (3 * pi**2)
    return 4 * pi * (density(mu + h) - density(mu - h)) / (2 * h)


# --- the relation and its scaling, on a spin-polarized density ---
def spin_densities(r, lam):
    x = lam * r
    up = lam**3 * 0.5 * np.exp(-1.7 * x)
    down = lam**3 * 0.3 * np.exp(-0.9 * x**2)
    return up, down


def descriptors(r, lam):
    up, down = spin_densities(r, lam)
    n, zeta = up + down, (up - down) / (up + down)
    h = 1e-4 / lam
    slope = abs(sum(spin_densities(r + h, lam))
                - sum(spin_densities(r - h, lam))) / (2 * h)
    rs = (3 / (4 * pi * n)) ** (1 / 3)
    s = slope / (2 * (3 * pi**2 * n) ** (1 / 3) * n)
    t2 = slope**2 / (4 * spin_factor(zeta)**2 * screening_squared(n) * n**2)
    return rs, zeta, s, t2


for x in (0.3, 0.8, 1.5):
    rs1, z1, s1, t21 = descriptors(x, 1.0)
    assert np.isclose(t21, t_squared_formula(s1, rs1, z1), rtol=1e-6)
    for lam in (7.0, 300.0):
        rs2, z2, s2, t22 = descriptors(x / lam, lam)
        assert np.isclose(rs2, rs1 / lam, rtol=1e-9)
        assert np.isclose(s2, s1, rtol=1e-6)
        assert np.isclose(z2, z1, atol=1e-9)
        assert np.isclose(t22, lam * t21, rtol=1e-6)


# --- how close phi*ks is to the polarized Thomas-Fermi wave number ---
def screening_ratio(zeta):
    """Polarized over unpolarized squared screening wave number, n = 1."""
    total = 0.0
    for n_spin in ((1 + zeta) / 2, (1 - zeta) / 2):
        if n_spin > 0:
            # one spin channel is half of an unpolarized gas of density 2*n_spin
            total += screening_squared(2 * n_spin) / 2
    return total / screening_squared(1.0)


assert np.isclose(screening_ratio(0.0), spin_factor(0.0)**2, rtol=1e-6)
assert np.isclose(screening_ratio(1.0), spin_factor(1.0)**2, rtol=1e-6)
zetas = np.linspace(0, 1, 1001)
spin_deviation = max(abs(spin_factor(z) / np.sqrt(screening_ratio(z)) - 1)
                     for z in zetas)
assert spin_deviation < 0.1


# --- logarithm of the high-density gas from the small-q ring energy ---
def ring_energy(rs):
    kf = (9 * pi / 4) ** (1 / 3) / rs
    ratio2 = 4 / (pi * kf)                       # (ks/kF)^2
    v, wv = np.polynomial.legendre.leggauss(120)
    v, wv = (v + 1) / 2, wv / 2
    u, wu = v / (1 - v), wv / (1 - v) ** 2       # reduced imaginary frequency
    response = 1 - u * np.arctan(1 / u)
    x, wx = np.polynomial.legendre.leggauss(240)
    x, wx = 7 * (x - 1), 7 * wx                  # x = ln(q/kF), from -14 to 0
    z = ratio2 * response[None, :] * np.exp(-2 * x)[:, None]
    integrand = (np.log1p(z) - z) * np.exp(4 * x)[:, None]
    return 3 * kf**2 / (4 * pi) * (wx @ integrand @ wu)


ring_slope = (ring_energy(1e-4) - ring_energy(1e-5)) / np.log(10)
assert np.isclose(ring_slope, gamma, rtol=5e-3)


# --- PBE must reduce to beta phi^3 t^2 at small t, also when polarized ---
def pbe_coefficient(rs, zeta, s):
    n = 3 / (4 * pi * rs**3)
    grad = 2 * s * (3 * pi**2 * n) ** (1 / 3) * n
    fractions = np.array([(1 + zeta) / 2, (1 - zeta) / 2])
    local = (fractions * n)[:, None]
    full = np.zeros((2, 4, 1))
    full[:, 0, 0] = fractions * n
    full[:, 1, 0] = fractions * grad
    e_lda = libxc.eval_xc(",LDA_C_PW_MOD", local, spin=1, deriv=0)[0][0]
    e_pbe = libxc.eval_xc(",GGA_C_PBE", full, spin=1, deriv=0)[0][0]
    return (e_pbe - e_lda) / (spin_factor(zeta)**3
                              * t_squared_formula(s, rs, zeta))


small_t = [pbe_coefficient(rs, z, 0.01) for rs, z in ((2, 0), (2, .6), (5, .8))]
assert np.allclose(small_t, beta, rtol=1e-3)

# --- worked example: n_lam = (2 lam^3/pi) exp(-2 lam r), two electrons ---
nodes, weights = np.polynomial.legendre.leggauss(400)
x_grid, x_weight = 12.5 * (nodes + 1), 12.5 * weights    # x = lam*r in (0, 25)


def energies(lam):
    """Electron number, uniform-gas, gradient and PBE correlation energies."""
    n = 2 * lam**3 / pi * np.exp(-2 * x_grid)
    slope = 2 * lam * n
    volume = 4 * pi * x_grid**2 * x_weight / lam**3
    t2 = slope**2 / (4 * screening_squared(n) * n**2)
    rho = np.zeros((4, n.size))
    rho[0], rho[1] = n, slope
    e_lda = libxc.eval_xc(",LDA_C_PW_MOD", n, spin=0, deriv=0)[0]
    e_pbe = libxc.eval_xc(",GGA_C_PBE", rho, spin=0, deriv=0)[0]
    return (volume @ n, volume @ (n * e_lda),
            volume @ (n * beta * t2), volume @ (n * e_pbe))


gradient_unit = (beta * pi / (4 * (3 * pi**2) ** (1 / 3))
                 * 27 * pi / 8 * (2 / pi) ** (2 / 3))
lambdas = (1, 10, 100, 1000)
table = {lam: energies(lam) for lam in lambdas + (10000,)}
for lam, (number, lda, gradient, pbe) in table.items():
    assert np.isclose(number, 2, rtol=1e-9)
    assert np.isclose(gradient, lam * gradient_unit, rtol=1e-6)
    assert lda + gradient > 0 and pbe < 0
lda_change = table[10000][1] - table[1000][1]
pbe_change = table[10000][3] - table[1000][3]
assert np.isclose(lda_change, -2 * gamma * np.log(10), rtol=0.02)
assert abs(pbe_change) < 2e-3


def second_order_total(lam):
    values = energies(lam)
    return values[1] + values[2]


lambda_zero = brentq(second_order_total, 0.05, 5)
assert second_order_total(0.5 * lambda_zero) < 0


# --- finite high-density limit: second-order perturbation energy ---
def perturbation_limit(element, charge):
    shells = [[0, [0.03 * 2.3**k, 1.0]] for k in range(14)]
    shells += [[1, [0.06 * 2.2**k, 1.0]] for k in range(10)]
    shells += [[2, [0.12 * 2.2**k, 1.0]] for k in range(8)]
    mol = gto.M(atom=element + " 0 0 0", charge=charge, spin=0,
                basis={element: shells}, verbose=0)
    hamiltonian = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    level, orbital = eigh(hamiltonian, mol.intor("int1e_ovlp"))
    repulsion = mol.intor("int2e", aosym="s8")
    occupied = orbital[:, :1]
    pair = ao2mo.general(repulsion, (occupied, orbital, occupied, orbital),
                         compact=False).reshape(len(level), len(level))
    gap = 2 * level[0] - level[1:, None] - level[None, 1:]
    return level[0], np.sum(pair[1:, 1:]**2 / gap), len(level)


level1, limit1, basis_size = perturbation_limit("H", -1)
level2, limit2, _ = perturbation_limit("He", 0)
assert np.isclose(level1, -0.5, atol=1e-4)
assert np.isclose(level2, -2.0, atol=1e-3)
assert limit1 < 0 and abs(limit1 - limit2) < 5e-4   # finite-basis error

# --- printed numbers ---
print(f"prefactor (3 pi^2/16)^(2/3) = {prefactor:.6f} bohr")
print(f"beta = {beta:.8f} hartree, gamma = {gamma:.8f} hartree")
print(f"ring-energy slope d(eps_c)/d(ln rs) = {ring_slope:.6f} hartree")
print("PBE small-t coefficients, (rs/bohr, zeta) = (2,0), (2,0.6), (5,0.8):")
print("  " + ", ".join(f"{c:.6f}" for c in small_t) + " hartree")
print(f"largest deviation of phi*ks from polarized TF = "
      f"{100 * spin_deviation:.2f} percent")
for rs in (2.0, 0.02):
    for zeta in (0.0, 1.0):
        t_value = np.sqrt(t_squared_formula(1.0, rs, zeta))
        print(f"rs = {rs:.2f} bohr, zeta = {zeta:.0f}, "
              f"phi = {spin_factor(zeta):.4f}: t at s=1 is {t_value:.4f}, "
              f"s at t=1 is {1 / t_value:.4f}")
print("Model density (2 lam^3/pi) exp(-2 lam r); values at lam*r = 1:")
for lam in lambdas:
    n = 2 * lam**3 / pi * np.exp(-2)
    slope = 2 * lam * n
    rs = (3 / (4 * pi * n)) ** (1 / 3)
    s = slope / (2 * (3 * pi**2 * n) ** (1 / 3) * n)
    t = slope / (2 * np.sqrt(screening_squared(n)) * n)
    print(f"  lam = {lam}: n = {n:.5e} bohr^-3, rs = {rs:.6f} bohr, "
          f"s = {s:.5f}, t = {t:.5f}")
print("Correlation energies in hartree:")
for lam in lambdas:
    _, lda, gradient, pbe = table[lam]
    print(f"  lam = {lam}: uniform-gas {lda:.5f}, gradient {gradient:.5f}, "
          f"second-order sum {lda + gradient:.5f}, PBE {pbe:.5f}")
print(f"gradient energy per unit lam, closed form = {gradient_unit:.6f} hartree")
print(f"second-order sum changes sign at lam = {lambda_zero:.4f}")
print(f"change from lam = 1000 to 10000: uniform-gas {lda_change:.5f}, "
      f"PBE {pbe_change:.6f} hartree")
print(f"-2 gamma ln 10 = {-2 * gamma * np.log(10):.5f} hartree")
print(f"perturbation basis: s, p, d Gaussians, {basis_size} functions")
print(f"occupied level: lam=1 {level1:.6f}, lam=2 {level2:.6f} hartree")
print(f"perturbation limit: from lam=1 {limit1:.5f}, "
      f"from lam=2 {limit2:.5f} hartree")
sum1000 = table[1000][1] + table[1000][2]
print(f"lam=1000 in eV: second-order sum {sum1000 * hartree_ev:.2f}, "
      f"PBE {table[1000][3] * hartree_ev:.4f}")
print(f"perturbation limit from lam=1 in eV: {limit1 * hartree_ev:.4f}")
print("tests ok")
```

It prints:

```
prefactor (3 pi^2/16)^(2/3) = 1.507303 bohr
beta = 0.06672455 hartree, gamma = 0.03109069 hartree
ring-energy slope d(eps_c)/d(ln rs) = 0.031090 hartree
PBE small-t coefficients, (rs/bohr, zeta) = (2,0), (2,0.6), (5,0.8):
  0.066719, 0.066719, 0.066722 hartree
largest deviation of phi*ks from polarized TF = 5.72 percent
rs = 2.00 bohr, zeta = 0, phi = 1.0000: t at s=1 is 0.8681, s at t=1 is 1.1519
rs = 2.00 bohr, zeta = 1, phi = 0.7937: t at s=1 is 1.0938, s at t=1 is 0.9143
rs = 0.02 bohr, zeta = 0, phi = 1.0000: t at s=1 is 8.6813, s at t=1 is 0.1152
rs = 0.02 bohr, zeta = 1, phi = 0.7937: t at s=1 is 10.9378, s at t=1 is 0.0914
Model density (2 lam^3/pi) exp(-2 lam r); values at lam*r = 1:
  lam = 1: n = 8.61571e-02 bohr^-3, rs = 1.404559 bohr, s = 0.73186, t = 0.75816
  lam = 10: n = 8.61571e+01 bohr^-3, rs = 0.140456 bohr, s = 0.73186, t = 2.39751
  lam = 100: n = 8.61571e+04 bohr^-3, rs = 0.014046 bohr, s = 0.73186, t = 7.58158
  lam = 1000: n = 8.61571e+07 bohr^-3, rs = 0.001405 bohr, s = 0.73186, t = 23.97505
Correlation energies in hartree:
  lam = 1: uniform-gas -0.09186, gradient 0.13292, second-order sum 0.04106, PBE -0.04152
  lam = 10: uniform-gas -0.20414, gradient 1.32917, second-order sum 1.12503, PBE -0.04858
  lam = 100: uniform-gas -0.33943, gradient 13.29165, second-order sum 12.95222, PBE -0.04822
  lam = 1000: uniform-gas -0.48121, gradient 132.91651, second-order sum 132.43531, PBE -0.04796
gradient energy per unit lam, closed form = 0.132917 hartree
second-order sum changes sign at lam = 0.4947
change from lam = 1000 to 10000: uniform-gas -0.14297, PBE 0.000052 hartree
-2 gamma ln 10 = -0.14318 hartree
perturbation basis: s, p, d Gaussians, 84 functions
occupied level: lam=1 -0.499999, lam=2 -1.999988 hartree
perturbation limit: from lam=1 -0.04471, from lam=2 -0.04471 hartree
lam=1000 in eV: second-order sum 3603.75, PBE -1.3049
perturbation limit from lam=1 in eV: -1.2167
tests ok
```
